# Iterated IORA as a Newton-Type Method for Dirac Energies: test program

```python
"""
Result under test: the regular approximation IORA, linearized about a reference
energy E0, is one Newton-type step for the eliminated Dirac eigenproblem
    F(E) phi = 0,  F(E) = V + sigma.p c^2/D(E) sigma.p - E,  D(E) = 2c^2 + E - V.
The step solves F(E0) phi = (E1 - E0) S(E0) phi with S = -dF/dE. Repeated for one
level it reaches the Dirac energy E* from below, with
    E1 - E* = -C (E0 - E*)^2 + ...,  C = <chi|1/D|chi> / (<phi|phi> + <chi|chi>).
Symbols: phi, chi large and small component; kappa the Dirac angular number;
m = <chi|chi>/<phi|phi>; energies in hartree relative to the rest energy.
Model potential: V(r) = -[1 + (Z-1) exp(-a r)]/r.
The radial large component is expanded in Laguerre functions; the small component
is represented by its values on Gauss quadrature points.
"""
import math
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln

c = 1.0 / constants.fine_structure
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80.0
a_screen = 3.0
zeta = 60.0          # exponent of the Laguerre functions, 1/bohr


def build(kappa, a, n_basis=80, n_quad=300):
    """Radial matrices for one kappa."""
    gamma = math.sqrt(kappa**2 - (Z / c)**2)
    alpha = 2 * gamma - 1
    n = np.arange(n_quad)
    off = -np.sqrt(n[1:] * (n[1:] + alpha))
    jacobi = np.diag(2 * n + alpha + 1.0) + np.diag(off, 1) + np.diag(off, -1)
    x, vectors = np.linalg.eigh(jacobi)
    # sqrt(weight) times orthonormal Laguerre polynomials at the points
    poly = vectors[:n_basis].T
    k = np.arange(n_basis)
    half_log_norm = 0.5 * (gammaln(k + alpha + 1) - gammaln(k + 1))
    derivative = -np.triu(np.exp(half_log_norm[:, None] - half_log_norm[None, :]), 1)
    dpoly = poly @ derivative
    r = x / (2 * zeta)
    root = np.sqrt(r)[:, None]
    large = root * poly
    slope = root * 2 * zeta * (((gamma + kappa) / x - 0.5)[:, None] * poly + dpoly)
    v = -(1 + (Z - 1) * np.exp(-a * r)) / r
    return SimpleNamespace(overlap=large.T @ large,
                           potential=large.T @ (v[:, None] * large),
                           slope=slope, v=v, n_quad=n_quad, n_basis=n_basis)


def f_matrix(s, energy):
    d = 2 * c**2 + energy - s.v
    return (s.potential + c**2 * s.slope.T @ (s.slope / d[:, None])
            - energy * s.overlap)


def s_matrix(s, energy):
    d = 2 * c**2 + energy - s.v
    return s.overlap + c**2 * s.slope.T @ (s.slope / d[:, None]**2)


def pencil_state(matrix, metric, level):
    """Level-th eigenpair; the quotient removes first-order rounding errors."""
    u = eigh(matrix, metric)[1][:, level]
    return (u @ matrix @ u) / (u @ metric @ u), u


def iora_step(s, e0, level):
    shift, u = pencil_state(f_matrix(s, e0), s_matrix(s, e0), level)
    return e0 + shift, u


def eliminated_eigenvalue(s, e0, level):
    """Eigenvalue of F(E0) + E0 with the ordinary metric."""
    shift, u = pencil_state(f_matrix(s, e0), s.overlap, level)
    return e0 + shift, u


def scalar_newton_step(s, e0, level):
    lam, u = eliminated_eigenvalue(s, e0, level)
    return e0 + (lam - e0) * (u @ s.overlap @ u) / (u @ s_matrix(s, e0) @ u)


def dirac_matrices(s):
    h = np.block([[s.potential, c * s.slope.T],
                  [c * s.slope, np.diag(s.v - 2 * c**2)]])
    metric = np.eye(s.n_basis + s.n_quad)
    metric[:s.n_basis, :s.n_basis] = s.overlap
    return h, metric


def dirac_state(s, level):
    """Full Dirac matrix: bound level, coefficient C and ratio m."""
    h, metric = dirac_matrices(s)
    energy, w = pencil_state(h, metric, s.n_quad + level)
    phi, chi = w[:s.n_basis], w[s.n_basis:]
    n_large, n_small = phi @ s.overlap @ phi, chi @ chi
    d = 2 * c**2 + energy - s.v
    return energy, np.sum(chi**2 / d) / (n_large + n_small), n_small / n_large


def shooting_energy(kappa, guess):
    """Dirac level from direct integration of the two radial equations."""
    gamma = math.sqrt(kappa**2 - (Z / c)**2)
    decay = math.sqrt(-guess * (2 + guess / c**2))
    t_start, t_match, t_end = math.log(1e-7), math.log(1 / decay), math.log(40 / decay)

    def v_of(r):
        return -(1 + (Z - 1) * math.exp(-a_screen * r)) / r

    def mismatch(energy):
        def rhs(t, y):
            r = math.exp(t)
            v = v_of(r)
            return [-kappa * y[0] + r * (2 * c**2 + energy - v) / c * y[1],
                    kappa * y[1] + r * (v - energy) / c * y[0]]
        r_end = math.exp(t_end)
        q_end = c * (kappa / r_end - decay) / (2 * c**2 + energy - v_of(r_end))
        ends = []
        for t0, y0 in ((t_start, [1.0, (gamma + kappa) * c / Z]),
                       (t_end, [1.0, q_end])):
            y = solve_ivp(rhs, (t0, t_match), y0, method="DOP853",
                          rtol=1e-11, atol=1e-13).y[:, -1]
            ends.append(y / np.linalg.norm(y))
        return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]

    return brentq(mismatch, 1.02 * guess, 0.98 * guess, xtol=1e-9, rtol=1e-13)


print(f"speed of light c = {c:.6f} a.u.; 2c^2 = {2*c**2:.3f} hartree")
print(f"model: Z = {Z:.0f}, a = {a_screen:.1f} 1/bohr")
systems = {kappa: build(kappa, a_screen) for kappa in (-1, 1, -2)}
print(f"basis functions: {systems[-1].n_basis}, quadrature points: {systems[-1].n_quad}")

# The metric is minus the energy derivative of F (central difference).
s = systems[-1]
h_step = 10.0
numeric = -(f_matrix(s, h_step) - f_matrix(s, -h_step)) / (2 * h_step)
exact_metric = s_matrix(s, 0.0)
assert np.linalg.norm(numeric - exact_metric) < 1e-6 * np.linalg.norm(exact_metric)

# The step equals the Dirac energy quotient with the small component tied to phi.
h_full, metric_full = dirac_matrices(s)
for e0 in (0.0, -1500.0):
    d0 = 2 * c**2 + e0 - s.v
    tied = np.vstack([np.eye(s.n_basis), c * s.slope / d0[:, None]])
    for level in (0, 1):
        ritz = pencil_state(tied.T @ h_full @ tied, tied.T @ metric_full @ tied, level)[0]
        assert abs(ritz - iora_step(s, e0, level)[0]) < 1e-5

states = [("1s1/2", -1, 0), ("2s1/2", -1, 1), ("2p1/2", 1, 0), ("2p3/2", -2, 0)]
results = {}
for name, kappa, level in states:
    s = systems[kappa]
    e_dirac, coefficient, ratio = dirac_state(s, level)
    e_shoot = shooting_energy(kappa, e_dirac)
    assert abs(e_shoot - e_dirac) < 1e-5

    energies = [0.0]
    for _ in range(4):
        e_next, vector = iora_step(s, energies[-1], level)
        assert e_next > -2 * c**2
        energies.append(e_next)
    errors = np.array(energies) - e_dirac
    assert abs(errors[-1]) < 1e-6
    assert np.all(errors[1:] < 1e-6) and np.all(np.diff(energies[1:]) > -1e-6)

    # Quadratic coefficient: even part of the error for references on both sides.
    offset = 50.0
    measured = -sum(iora_step(s, e_dirac + sign * offset, level)[0] - e_dirac
                    for sign in (1, -1)) / (2 * offset**2)
    assert abs(measured / coefficient - 1) < 1e-3

    # Linear rate of the plain iteration E <- eigenvalue of F(E) + E.
    rate = (eliminated_eigenvalue(s, e_dirac + 20, level)[0]
            - eliminated_eigenvalue(s, e_dirac - 20, level)[0]) / 40
    assert abs(rate + ratio) < 1e-4 * ratio + 1e-7

    # Bound and direction of the step for widely spread references.
    for e0 in np.linspace(-12000, 6000, 13):
        e1 = iora_step(s, e0, level)[0]
        assert e1 < e_dirac + 1e-6
        assert (e1 - e0) * (e_dirac - e0) > 0

    results[name] = SimpleNamespace(e=e_dirac, c2=coefficient, m=ratio,
                                    errors=errors, u=vector, last=energies[-1])
    print(f"{name} Dirac matrix: {e_dirac:.6f}; integration: {e_shoot:.6f} hartree")
    for step in range(1, 4):
        print(f"  step {step}: E = {energies[step]:.6f}, error = {errors[step]:.3e} hartree")
    print(f"  C = {coefficient:.5e}, from steps {measured:.5e} 1/hartree")
    print(f"  m = {ratio:.6f}; plain-iteration error factor = {rate:.6f}")
    newton_error = scalar_newton_step(s, 0.0, level) - e_dirac
    print(f"  scaled ZORA (scalar Newton from 0) error = {newton_error:.3e} hartree")

one, two = results["1s1/2"], results["2s1/2"]
predicted = -one.c2 * one.errors[1]**2
assert abs(one.errors[2] / predicted - 1) < 0.02
print(f"1s1/2 step 2 error predicted by -C e^2: {predicted:.3e} hartree")
print(f"1s1/2 converged energy: {one.last * hartree_in_ev:.2f} eV")

s = systems[-1]
plain = 0.0
for _ in range(4):
    plain = eliminated_eigenvalue(s, plain, 0)[0]
print(f"1s1/2 plain iteration, error after 4 steps: {plain - one.e:.3e} hartree")

# Orthogonality holds for full spinors, not for the large components alone.
spinors = []
for state in (one, two):
    small = c * (s.slope @ state.u) / (2 * c**2 + state.last - s.v)
    norm = math.sqrt(state.u @ s.overlap @ state.u + small @ small)
    spinors.append((state.u / norm, small / norm))
large_part = spinors[0][0] @ s.overlap @ spinors[1][0]
small_part = spinors[0][1] @ spinors[1][1]
assert abs(large_part + small_part) < 1e-7 and abs(large_part) > 1e-4
print(f"1s-2s overlap magnitude, large components only: {abs(large_part):.6f}")
print(f"1s-2s overlap magnitude, full spinors: {abs(large_part + small_part):.1e}")
shared = iora_step(s, one.e, 1)[0] - two.e
print(f"2s1/2 error, one step from the 1s1/2 energy: {shared:.3e} hartree")

# Smaller basis and quadrature: stability of the first step.
smaller = build(-1, a_screen, n_basis=60, n_quad=240)
basis_change = iora_step(smaller, 0.0, 0)[0] - iora_step(s, 0.0, 0)[0]
assert abs(basis_change) < 1e-3
print(f"1s1/2 step 1, change with 60 functions: {basis_change:.1e} hartree")

# Pure Coulomb potential: closed formula and exactness of the scalar Newton step.
coulomb = build(-1, 0.0)
gamma_s = math.sqrt(1 - (Z / c)**2)
for level in (0, 1):
    closed = c**2 * (1 / math.sqrt(1 + (Z / c / (level + gamma_s))**2) - 1)
    energy = 0.0
    for _ in range(4):
        energy = iora_step(coulomb, energy, level)[0]
    assert abs(energy - closed) < 1e-5
    for e0 in (0.0, -1000.0, 2000.0):
        lam = eliminated_eigenvalue(coulomb, e0, level)[0]
        assert abs(lam - closed * (2 * c**2 + e0) / (2 * c**2 + closed)) < 1e-5
        assert abs(scalar_newton_step(coulomb, e0, level) - closed) < 1e-5
    if level == 0:
        first = iora_step(coulomb, 0.0, level)[0] - closed
        newton = scalar_newton_step(coulomb, 0.0, level) - closed
        assert first < -1e-3
        print(f"Coulomb 1s1/2 closed formula: {closed:.6f} hartree")
        print(f"Coulomb 1s1/2 iterated IORA: {energy:.6f} hartree")
        print(f"Coulomb 1s1/2 first IORA error: {first:.3e} hartree")
        print(f"Coulomb 1s1/2 scaled ZORA error: {newton:.1e} hartree")

print("tests ok")
```

Printed output:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
model: Z = 80, a = 3.0 1/bohr
basis functions: 80, quadrature points: 300
1s1/2 Dirac matrix: -3300.895968; integration: -3300.895968 hartree
  step 1: E = -3322.639505, error = -2.174e+01 hartree
  step 2: E = -3300.897054, error = -1.086e-03 hartree
  step 3: E = -3300.895968, error = -2.274e-12 hartree
  C = 2.29452e-06, from steps 2.29453e-06 1/hartree
  m = 0.103629; plain-iteration error factor = -0.103629
  scaled ZORA (scalar Newton from 0) error = 4.291e-02 hartree
2s1/2 Dirac matrix: -689.379414; integration: -689.379414 hartree
  step 1: E = -689.636895, error = -2.575e-01 hartree
  step 2: E = -689.379415, error = -3.708e-08 hartree
  step 3: E = -689.379414, error = -7.958e-13 hartree
  C = 5.59359e-07, from steps 5.59362e-07 1/hartree
  m = 0.024124; plain-iteration error factor = -0.024124
  scaled ZORA (scalar Newton from 0) error = 6.460e-03 hartree
2p1/2 Dirac matrix: -685.458821; integration: -685.458821 hartree
  step 1: E = -685.713370, error = -2.545e-01 hartree
  step 2: E = -685.458821, error = -3.623e-08 hartree
  step 3: E = -685.458821, error = -6.821e-13 hartree
  C = 5.59098e-07, from steps 5.59101e-07 1/hartree
  m = 0.024220; plain-iteration error factor = -0.024220
  scaled ZORA (scalar Newton from 0) error = 5.376e-03 hartree
2p3/2 Dirac matrix: -600.918097; integration: -600.918097 hartree
  step 1: E = -601.112275, error = -1.942e-01 hartree
  step 2: E = -600.918097, error = -2.090e-08 hartree
  step 3: E = -600.918097, error = 0.000e+00 hartree
  C = 5.54234e-07, from steps 5.54238e-07 1/hartree
  m = 0.021732; plain-iteration error factor = -0.021732
  scaled ZORA (scalar Newton from 0) error = 4.659e-03 hartree
1s1/2 step 2 error predicted by -C e^2: -1.085e-03 hartree
1s1/2 converged energy: -89821.96 eV
1s1/2 plain iteration, error after 4 steps: 3.807e-01 hartree
1s-2s overlap magnitude, large components only: 0.038203
1s-2s overlap magnitude, full spinors: 2.8e-16
2s1/2 error, one step from the 1s1/2 energy: -4.347e+00 hartree
1s1/2 step 1, change with 60 functions: 1.9e-09 hartree
Coulomb 1s1/2 closed formula: -3532.192093 hartree
Coulomb 1s1/2 iterated IORA: -3532.192093 hartree
Coulomb 1s1/2 first IORA error: -2.471e+01 hartree
Coulomb 1s1/2 scaled ZORA error: 4.5e-13 hartree
tests ok
```
